\section*{Exchange fraction and polaron formation in a one-dimensional chain model, part 1}

(Sections cited here and not found follow in the second part.)

\section{Scaling fixes the form of the answer}

Put one excess electron on a chain with hopping energy $t$ and let its orbital spread over $\ell$ sites, so that the density is $n_i\sim1/\ell$. Confinement costs kinetic energy of order $t/\ell^2$. Any energy that is local and quadratic in the density is proportional to $\sum_i n_i^2\sim \ell\cdot\ell^{-2}=1/\ell$. Three such terms occur below: the relaxation of the lattice, the self-interaction left in the functional, and the polarization of the other electrons. They have the same form, so only the sum of their coefficients can matter. Calling it $-\Lambda$,
\begin{equation}
E(\ell)\simeq c_1\frac{t}{\ell^2}-c_2\frac{\Lambda}{\ell},
\end{equation}
with positive numbers $c_1,c_2$. For $\Lambda>0$ the second term wins at large $\ell$, so there is a minimum at $\ell\sim t/\Lambda$ with energy of order $-\Lambda^2/t$, however small $\Lambda$ is. For $\Lambda\le0$ the energy falls monotonically as $\ell$ grows. On an infinite chain the critical condition is therefore $\Lambda=0$. A nonzero threshold needs a second length, and a ring of $L$ sites (a periodic supercell) supplies one: the polaron must fit, $\ell\lesssim L$, which gives $\Lambda_c\sim t/L$. Translation symmetry makes the uniform state stationary for every $\Lambda$, so this threshold is a symmetry-breaking point. The exchange fraction $\alpha$ enters $\Lambda$ linearly, and each condition on $\Lambda$ becomes a critical fraction.

\section{The model}

Energies are in eV, displacements in \AA, and lengths along the chain in lattice spacings. The carrier occupies a normalized orbital $\psi$ with occupation $N\in[0,1]$, so $n_i=N\psi_i^2$. The lattice displacements $u_i$ are classical (adiabatic limit), and $p_i$ is the potential produced at site $i$ by the polarization of the background electrons. The functional is
\begin{align}
E={}&N\langle\psi|h|\psi\rangle-g\sum_iu_in_i+\frac K2\sum_iu_i^2 \nonumber\\
&+\frac U2(1-\alpha)\sum_in_i^2+\sum_i\Big[\frac{p_i^2}{2S}-p_in_i\Big],
\label{eq:full}
\end{align}
with $(h\psi)_i=-t(\psi_{i+1}+\psi_{i-1})$, $t>0$, and periodic boundary conditions. We write $T=\langle\psi|h|\psi\rangle$ and $P=\sum_i\psi_i^4$; $1/P$ counts the sites occupied.

One fact is used repeatedly: the ground state of $h$ plus any site-diagonal potential is nondegenerate and strictly positive (Perron--Frobenius). Replacing $\psi_i$ by $|\psi_i|$ leaves the diagonal terms unchanged and cannot raise $-t\sum\psi_i^*\psi_j$, so $|\psi|$ is a ground state whenever $\psi$ is. If $|\psi_i|=0$, the eigenvalue equation at site $i$ gives $|\psi_{i+1}|+|\psi_{i-1}|=0$, and the zero spreads round the ring; hence no component vanishes. Equality of the two energies then forces a common phase on all sites, and two such vectors cannot be orthogonal. Real orbitals therefore suffice.

The numbers below use round model parameters: $t=0.5$~eV, $g=2$~eV/\AA, $K=5$~eV/\AA$^2$, $U=4$~eV, $\epsilon=4$, $L=20$. The program that produces them is printed with its output after these notes.

\section{Hartree, exchange and screening: the coefficient $C$}

The on-site Hartree energy of the carrier with itself is $+\frac U2\sum n_i^2$. The Fock exchange of a single spin orbital with the same bare interaction is $-\frac U2\sum n_i^2$, and the hybrid keeps the fraction $\alpha$ of it; this is the $U$ term of \eqref{eq:full}. The polarization responds to the electrostatic potential of the mean density. Setting $\partial E/\partial p_i=p_i/S-n_i=0$ gives $p_i=Sn_i$, and substitution gives $Sn_i^2/2-Sn_i^2=-Sn_i^2/2$. Hartree and polarization together are $\frac12(U-S)\sum n_i^2$, and requiring this to be the screened interaction $U/\epsilon$ defines $S=U(1-1/\epsilon)$. The three terms add to
\begin{equation}
\frac C2\sum_in_i^2,\qquad C=U(1-\alpha)-U\Big(1-\frac1\epsilon\Big)=U(\alpha_0-\alpha),\qquad \alpha_0=\frac1\epsilon .
\label{eq:C}
\end{equation}
The Hartree term is screened and the Fock term is not, which is why they cancel at $1/\epsilon$ rather than at $1$. For the example $S=3$~eV and $\alpha_0=0.25$.

Two assumptions are contained in \eqref{eq:C}. The screening $\epsilon$ is held fixed as $\alpha$ varies. The semilocal exchange that replaces the missing Fock part is neglected; if its second-order response to the excess density is modelled as $-(1-\alpha)s\frac U2\sum n_i^2$, then $C=U[1/\epsilon-\alpha-s(1-\alpha)]=U(1-s)(\alpha_0'-\alpha)$ with $\alpha_0'=(1/\epsilon-s)/(1-s)$. For $s<1$ the results below for $C$ and $\Lambda$ carry over with $U\to U(1-s)$ and $\alpha_0\to\alpha_0'$; the cancellation then lies at a nonnegative fraction only if $s\le1/\epsilon$.

\section{Why $C=0$ is the reference}

For a single electron in vacuum $\alpha=1$ is exact, so it must be shown why $\alpha_0$ takes that role here. Represent the polarization by a fast oscillator on each site,
\begin{equation}
\hat H=h+\omega\sum_ib_i^\dagger b_i-\eta\sum_i\hat n_i(b_i+b_i^\dagger),\qquad \frac{\eta^2}{\omega}=\frac S2 ,
\end{equation}
where $\omega$ is an energy. No self-repulsion appears, because $\hat n_i(\hat n_i-1)=0$ for one electron.

In a product of an electron state and coherent oscillator states, $b_i\to x_i$, the oscillator energy is $\omega x_i^2-2\eta x_in_i$. With $p_i=2\eta x_i$ this is $p_i^2/2S-p_in_i$, since $4\eta^2/2S=\omega$. The product state is thus \eqref{eq:full} at $\alpha=1$, with polarization energy $-\frac S2\sum\langle\hat n_i\rangle^2$, which rewards localization.

In the exact problem, complete the square with the operator: $\tilde b_i=b_i-(\eta/\omega)\hat n_i$ gives $\omega\tilde b_i^\dagger\tilde b_i-(\eta^2/\omega)\hat n_i^2$. For one electron $\hat n_i^2=\hat n_i$ and $\sum_i\hat n_i=1$, so the last term sums to the constant $-S/2$, whatever the orbital. A hop from $i$ to $j$ removes a displacement $\eta/\omega$ at $i$ and creates one at $j$. Each costs the overlap $e^{-\eta^2/2\omega^2}$ of displaced vacua, so $t\to te^{-\eta^2/\omega^2}=te^{-S/2\omega}$. States with one quantum excited are reached with matrix elements of order $t\eta/\omega$ across a gap $\omega$ and contribute $t^2\eta^2/\omega^3=O(\omega^{-2})$. With $e_0$ the lowest eigenvalue without polarization,
\begin{equation}
E=e_0-\frac S2+|T|\frac{S}{2\omega}+O(\omega^{-2}).
\end{equation}
For $\omega\gg S,t$ the polarization cloud follows the electron and has no influence on where it sits. A fractional $N$ is an ensemble of zero and one electron, so the exact energy at fixed $u$ is $N(e_0-S/2)$ plus the elastic energy, linear in $N$. The functional at $C=0$ gives $Ne_0$ plus the elastic energy: it has the exact orbital and misses only a term linear in $N$, which shifts all levels equally.

The test is a dimer with site 1 lowered by $0.2$~eV, diagonalized with both oscillators. The occupation of site 1 is $0.5981$ without polarization and $0.5984$ at $\omega=400$~eV, while the product state gives $0.9751$. The predicted residual is $|T|S/2\omega$ with $|T|=2t\sqrt{0.5981\times0.4019}=0.490$~eV, that is $0.490\times1.5/400=0.00184$~eV, against $0.00183$~eV computed; at $\omega=200$~eV it is $0.00364$~eV, twice as large to within the higher-order terms.

\section{Frozen lattice: the sign of $C$ is the sign of the curvature}

Fix $u$ and let $h_u=h-g\,\mathrm{diag}(u)$. Dropping the constant elastic energy,
\begin{equation}
E(N)=\min_\psi\Big[N\langle\psi|h_u|\psi\rangle+\frac C2N^2P\Big].
\label{eq:frozen}
\end{equation}

\subsection*{Convexity for $C>0$}
Extend the search to density matrices $\gamma\ge0$ with $\mathrm{Tr}\,\gamma=N$ and $F[\gamma]=\mathrm{Tr}(h_u\gamma)+\frac C2\sum\gamma_{ii}^2$, a convex functional on a convex set. At its minimizer $\gamma^*$ the derivative toward any allowed $\gamma$ is nonnegative, $\mathrm{Tr}[H(\gamma-\gamma^*)]\ge0$ with $H=h_u+C\,\mathrm{diag}(\gamma^*_{ii})$. So $\gamma^*$ minimizes $\mathrm{Tr}(H\gamma)$ and lives in the ground space of $H$, which is one-dimensional: $\gamma^*=N|\psi\rangle\langle\psi|$, and the extension has not changed $E(N)$. Mixing the minimizers for $N_1$ and $N_2$ with weights $w$ and $1-w$ gives an allowed state at $wN_1+(1-w)N_2$, hence
\begin{equation}
E\big(wN_1+(1-w)N_2\big)\le F[w\gamma_1+(1-w)\gamma_2]\le wE(N_1)+(1-w)E(N_2).
\end{equation}

\subsection*{Concavity for $C<0$}
The identity $-\frac{|C|}2n^2=\min_v\big[v^2/2|C|-vn\big]$, with minimum at $v=|C|n$, allows the minimum over $\psi$ to be taken first:
\begin{equation}
E(N)=\min_vG(v),\qquad G(v)=N\,e_0(h_u-v)+\sum_i\frac{v_i^2}{2|C|}.
\label{eq:G}
\end{equation}
For each $v$ this is a straight line in $N$. At an intermediate $N$ the lowest line equals the weighted mean of its own values at $N_1$ and $N_2$, each of which is at least $E(N_1)$ and $E(N_2)$, so $E$ is concave. The form \eqref{eq:G} also shows that $\psi$ is again the ground state of $H=h_u+C\,\mathrm{diag}(n)$.

\subsection*{Size of the curvature}
Because \eqref{eq:frozen} is stationary in $\psi$, only the explicit $N$ dependence contributes to the slope: $dE/dN=\langle h_u\rangle+CNP=\langle\psi|H|\psi\rangle=\varepsilon_0$, which is Janak's theorem. Let $\rho_i=\psi_i^2$ and let $\phi_k,\varepsilon_k$ be the excited eigenpairs of $H$. A change $dN$ changes the potential by $dV_i=C\,dn_i$. First-order perturbation theory gives $d\varepsilon_0=\sum\rho_i\,dV_i$ and $d\psi=-\sum_k\phi_k\langle\phi_k|dV|\psi\rangle/(\varepsilon_k-\varepsilon_0)$, so $d\rho_i=2\psi_id\psi_i=\sum_j\chi_{ij}dV_j$ with
\begin{equation}
\chi_{ij}=-2\sum_{k>0}\frac{\psi_i\phi_{ki}\,\phi_{kj}\psi_j}{\varepsilon_k-\varepsilon_0},
\end{equation}
a negative semidefinite matrix. Then $dn=\rho\,dN+N\chi C\,dn$, or $dn=(1-NC\chi)^{-1}\rho\,dN$, and
\begin{equation}
E''(N)=C\,\rho^{T}(1-NC\chi)^{-1}\rho=CP+NC^2\rho^T\chi\rho+\dots
\label{eq:curv}
\end{equation}
For $C>0$ the matrix $1-NC\chi$ is positive definite. For $C<0$, note $\partial e_0/\partial v_i=-\rho_i$ and $dV=-dv$, so the Hessian of $G$ is $1/|C|+N\chi=(1-NC\chi)/|C|$, positive definite at a nondegenerate minimum. In both cases $E''$ has strictly the sign of $C$. Orbital relaxation reduces a convex curvature below $CP$ and strengthens a concave one beyond it, since the eigenvalues of $(1-NC\chi)^{-1}$ are at most 1 for $C>0$ and at least 1 for $C<0$.

Subtracting $\varepsilon_0(1)=\langle h_u\rangle+CP$ from $E(1)-E(0)=\langle h_u\rangle+CP/2$ gives the non-Koopmans error
\begin{equation}
E(1)-E(0)-\varepsilon_0(1)=-\tfrac12CP ,
\label{eq:nk}
\end{equation}
with $P$ at $N=1$. Since $P>0$, optimal tuning on this condition returns $\alpha_0$.

At the geometry of the exact ($\alpha_0$) polaron on the 20-site ring the results are, with energies in eV and $D$ the value of $E(0.5)$ minus the chord $[E(0)+E(1)]/2$:
\begin{center}
\begin{tabular}{ccccc}
$\alpha$ & $E''(0.5)$ & $D$ & $P(N{=}1)$ & error \eqref{eq:nk}\\
0 & $+0.080$ & $-0.0104$ & 0.073 & $-0.036$\\
0.10 & $+0.060$ & $-0.0075$ & 0.090 & $-0.027$\\
0.25 & 0 & 0 & 0.136 & 0\\
0.50 & $-0.210$ & $+0.0268$ & 0.253 & $+0.126$\\
1 & $-3.10$ & $+0.286$ & 0.886 & $+1.33$
\end{tabular}
\end{center}
The program asserts the sign of all second differences on eleven values of $N$, and \eqref{eq:curv}, Janak's theorem and \eqref{eq:nk} against energies from direct minimization of \eqref{eq:full}; root finding on \eqref{eq:nk} gives $\alpha=0.250000$. At $\alpha=0.5$, $C=-1$~eV and $-CP/2=0.2529/2=0.126$~eV. At $\alpha=1$ the magnitude $3.10$~eV exceeds $|C|=3$~eV, which $|C|P$ cannot do because $P\le1$; the excess comes from the relaxation factor in \eqref{eq:curv}. A constant curvature would give $D=-E''/8$. This yields $-0.0100$~eV at $\alpha=0$, near the tabulated value, but $+0.39$~eV at $\alpha=1$, where the curvature therefore varies strongly with $N$. Even in the same potential well the orbital widens for $C>0$ and narrows for $C<0$.

Two conditions limit the use of \eqref{eq:curv} and \eqref{eq:nk}. For the uniform state $\rho_i=1/L$, and $\chi\rho=0$ because $\sum_j\phi_{kj}\psi_j=0$, so $E''=C/L$, which is $0.05$~eV at $\alpha=0$, $L=20$ (tested). On a finite ring it still vanishes only at $\alpha_0$. For $\alpha<\alpha_0$ the uniform state is the minimum on every undistorted ring and the curvature falls as $1/L$. For $\alpha>\alpha_0$ the value $C/L$ holds only while the uniform state remains the minimum, which requires $N|C|/2$ to stay below the threshold $\Lambda_c$ of \eqref{eq:ac}; on a longer ring the carrier traps itself even without lattice distortion and the curvature stops falling with $L$. Tuning on a delocalized state therefore loses its sensitivity in large cells, and as $L\to\infty$ the curvature vanishes for every $\alpha\le\alpha_0$, so that its vanishing no longer singles out $\alpha_0$. The second condition is that the lattice stays frozen, as the next section shows.

\section{The lattice: one net coupling $\Lambda$}

Setting $\partial E/\partial u_i=Ku_i-gn_i=0$ gives $u_i=gn_i/K$, and the two lattice terms become $-g^2n_i^2/K+g^2n_i^2/2K=-E_pn_i^2$ with $E_p=g^2/2K$. Then $E=NT-N^2(E_p-C/2)P$, and at $N=1$
\begin{equation}
E=T-\Lambda P,\qquad \Lambda=E_p-\frac C2=E_p+\frac U2(\alpha-\alpha_0),
\label{eq:red}
\end{equation}
a discrete nonlinear Schr\"odinger functional. The exact coupling is $E_p=4/10=0.4$~eV; a convex functional subtracts from it and a concave one adds to it.

If the lattice is relaxed at each $N$, the coefficient $C$ of the previous section is replaced by $C-2E_p=-2\Lambda$. The curve is then concave at $\alpha_0$ (a second difference with step $0.1$ about $N=0.9$ gives $-0.16$~eV, asserted negative), and it is linear at $\Lambda=0$. On a finite ring, tuning on the relaxed curve would therefore select $\Lambda=0$, the condition at which, as shown below, the polaron disappears on the infinite chain. For $\Lambda<0$ the state is uniform and the curvature is $-2\Lambda/L$, so on the infinite chain the curve is linear for every $\Lambda\le0$ and its linearity selects no single fraction.

Let $\psi_1,\psi_2$ minimize \eqref{eq:red} for $\Lambda_1<\Lambda_2$. Each is a trial state for the other problem:
\begin{equation}
T_1-\Lambda_1P_1\le T_2-\Lambda_1P_2,\qquad T_2-\Lambda_2P_2\le T_1-\Lambda_2P_1 .
\end{equation}
Adding them cancels the $T$'s and leaves $(\Lambda_2-\Lambda_1)(P_2-P_1)\ge0$. So $P$ never decreases with $\alpha$: relative to the exact state, $P\le P(\alpha_0)$ for a convex functional and $P\ge P(\alpha_0)$ for a concave one. The inequality is not strict where the state is uniform on both sides. Stationarity also gives $dE^*/d\Lambda=-P$ for the minimum energy, or $dE^*/d\alpha=-UP/2$; at $\alpha_0$ this is $-2\times0.1358=-0.2716$~eV, which a finite difference confirms. Monotonicity is tested on 41 values of $\alpha$ between 0 and 1.

With the lattice frozen, the curvature of the energy in the occupation has the sign of $C$; with the lattice relaxed, the one-electron problem depends on a single net coupling $\Lambda$, and $P$ never decreases with $\alpha$. It remains to find where a polaron appears on the infinite chain and on a finite ring, and to weigh the exact and spurious contributions to its energy.
